# Cancelling the InAs/GaSb Broken-Gap Overlap by Confinement

## Problem

A tunnelling transistor uses a bilayer: an InAs layer and a GaSb layer, each of thickness $t$, face to face. In the bulk materials the GaSb valence edge lies $\Delta=0.15$ eV above the InAs conduction edge. This is a broken gap: electron states in InAs overlap in energy with valence states in GaSb. Thin layers raise the electron level and lower the valence level, so confinement can remove the overlap.

Take hard walls at both faces of each layer, parabolic bands, flat band edges and zero in-plane wavevector. Along the growth direction [001] the masses are $m_e=0.023\,m_0$ for InAs electrons and $m_h=0.25\,m_0$ for GaSb heavy holes, where $m_0$ is the free-electron mass. The bulk gaps are 0.35 eV (InAs) and 0.73 eV (GaSb). All these material values are rough typical ones.

(a) Find the thickness $t_0$ at which the overlap is cancelled. On which side of $t_0$ is the alignment staggered?

(b) How is the work shared between electron and hole?

(c) Check that the remaining levels are in the order that "staggered" requires.

(d) What thickness gives a staggered gap of 0.10 eV, and what does a thickness error of 0.3 nm cost at $t_0$?

(e) Estimate how far the main neglected effects move the answer.

## Solution

### (a) The crossing thickness

Measure electron energies from the bulk InAs conduction edge. The bulk GaSb valence edge is then at $+\Delta$.

Inside a layer occupying $0<z<t$, the envelope function of a carrier of mass $m$ obeys

$$-\frac{\hbar^2}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(t)=0 .$$

The solution that vanishes at $z=0$ is $\sin kz$, with $E=\hbar^2k^2/2m$. The second wall requires $kt=\pi,2\pi,\dots$, and the lowest level has $k=\pi/t$:

$$E=\frac{\pi^2\hbar^2}{2mt^2}.$$

For the electron this energy is added to the conduction edge. For the hole it is a positive hole energy, which means that the valence level moves down on the electron energy scale. The two levels are

$$E_1=\frac{\pi^2\hbar^2}{2m_et^2},\qquad H_1=\Delta-\frac{\pi^2\hbar^2}{2m_ht^2}.$$

Define the gap as $G=E_1-H_1$, so that a negative $G$ is an overlap. Subtracting,

$$G(t)=\frac{\pi^2\hbar^2}{2t^2}\left(\frac1{m_e}+\frac1{m_h}\right)-\Delta=\frac{\pi^2\hbar^2}{2\mu t^2}-\Delta,\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.$$

The reduced mass appears because the two confinement energies add, and each is proportional to an inverse mass. Setting $G=0$ and solving for $t$ gives

$$t_0=\frac{\pi\hbar}{\sqrt{2\mu\Delta}} .$$

For the numbers, $\mu=0.023\times0.25/0.273=0.02106$ in units of $m_0$, and $\pi^2\hbar^2/2m_0=0.37603$ eV nm². Therefore

$$t_0^2=\frac{0.37603}{0.02106\times0.15}\ \text{nm}^2=119.0\ \text{nm}^2,\qquad t_0=10.9\ \text{nm}.$$

Diagonalizing the two layers on a grid and searching for the thickness of zero gap gives 10.910 nm, the same as the formula to the printed digits.

At $t_0$ itself the overlap is cancelled but the gap is zero, so this thickness is the boundary and not yet a staggered alignment. Since $G$ falls steadily as $t$ grows, the gap is positive for $t<t_0$ and the bands overlap for $t>t_0$. The layers must be thinner than 10.9 nm in this model.

A very heavy hole would have no confinement energy. Then $\mu\to m_e$ and $t_0\to\sqrt{0.37603/(0.023\times0.15)}$ nm $=10.4$ nm. The hole mass therefore has little influence here.

### (b) The shares

At $t_0$ the two confinement energies add up to $\Delta$ and stand in the inverse ratio of the masses. Hence

$$E_e=\Delta\,\frac{m_h}{m_e+m_h}=150\times\frac{0.25}{0.273}=137.4\ \text{meV},$$

$$E_h=\Delta\,\frac{m_e}{m_e+m_h}=150\times\frac{0.023}{0.273}=12.6\ \text{meV}.$$

The light electron supplies about nine tenths of the shift. Any correction to the electron level therefore matters much more than the same relative correction to the hole level.

### (c) The other levels

A staggered alignment has both the lower electron level and the lower hole-band top in the same material, here InAs. Two further levels must be checked: the GaSb electron level, with mass $0.04\,m_0$, and the InAs heavy-hole level, with mass $0.33\,m_0$. The GaSb light hole, with mass $0.045\,m_0$, must also lie below the heavy hole if the latter is to set the gap. At $t_0$ the levels are:

| Level | Energy (eV) |
|---|---|
| GaSb electron | 0.959 |
| InAs electron | 0.137 |
| GaSb heavy hole | 0.137 |
| GaSb light hole | 0.080 |
| InAs heavy hole | −0.360 |

The order is the required one. It does not survive to arbitrarily small $t$, because the InAs electron is lighter than the GaSb electron and rises faster. In this model the two electron levels meet when

$$0.88\ \text{eV}=\frac{0.37603\ \text{eV nm}^2}{t^2}\left(\frac1{0.023}-\frac1{0.04}\right),$$

where $0.88=0.15+0.73$ eV is the distance between the bulk conduction edges. This gives $t=2.8$ nm. The staggered range of the model is thus from about 2.8 nm to 10.9 nm. Its lower end is only formal: the parabolic band is far outside its range there, and the heavier GaSb L valleys, which lie less than about 0.1 eV above the Γ edge and become the lowest GaSb electron level in thin layers, are left out.

### (d) A useful gap, and the cost of an error

For a wanted gap $G$, the relation in (a) becomes $\pi^2\hbar^2/(2\mu t^2)=\Delta+G$, so

$$t=\frac{\pi\hbar}{\sqrt{2\mu(\Delta+G)}}=\sqrt{\frac{0.37603}{0.02106\times0.25}}\ \text{nm}=8.45\ \text{nm}\quad\text{for }G=0.10\ \text{eV}.$$

The sensitivity follows by differentiating the $t^{-2}$ term:

$$\frac{dG}{dt}=-\frac{2}{t}\,\frac{\pi^2\hbar^2}{2\mu t^2}=-\frac{2(G+\Delta)}{t}.$$

At $t_0$, where $G=0$, this is $-2\times150/10.91=-27.5$ meV/nm. If both layers are 0.3 nm too thick, about one atomic bilayer, the gap falls by about 8 meV: the slope alone gives 8.2 meV, and the full formula for $G(t)$ gives 7.9 meV.

### (e) What the model leaves out

Each effect below is treated alone, with everything else as in (a). The shifts are not simply additive.

**Nonparabolic InAs band.** The electron's confinement energy of 137 meV is not small compared with the InAs gap $E_g=0.35$ eV. A two-band model couples the conduction envelope $f_c$ to a valence envelope $f_v$ at $-E_g$:

$$E f_c=-P f_v',\qquad (E+E_g)f_v=P f_c' .$$

Differentiate the second equation and insert $f_v'$ in the first:

$$E(E+E_g)f_c=-P^2f_c''.$$

With $f_c=0$ at the walls, $f_c=\sin(\pi z/t)$ and $E(E+E_g)=P^2\pi^2/t^2$. For small $E$ the parabolic band must return, which fixes $P^2=\hbar^2E_g/2m_e$. Dividing by $E_g$,

$$E\left(1+\frac{E}{E_g}\right)=\varepsilon,\qquad \varepsilon=\frac{\pi^2\hbar^2}{2m_et^2},$$

$$E=\frac{E_g}{2}\left(\sqrt{1+\frac{4\varepsilon}{E_g}}-1\right).$$

The positive root is the conduction level. At $t_0$, $\varepsilon=137.4$ meV gives $E=175\,(\sqrt{2.570}-1)=105.5$ meV. The gap is then −31.8 meV: the layers that should just have lost their overlap still have one. Solving for zero gap with this electron level gives 9.43 nm. The last digit belongs to the two-band model: including the split-off band (about 0.39 eV below the valence edge) at the same edge mass gives between 9.4 and 9.6 nm, depending on how remote bands are treated.

| $t$ (nm) | $G$, parabolic (meV) | $G$, nonparabolic (meV) |
|---|---|---|
| 8 | 129.0 | 45.0 |
| 10 | 28.5 | −13.6 |
| 12 | −26.0 | −49.3 |
| 14 | −58.9 | −72.7 |

At 10 nm the two models disagree even on the type of alignment. For a 0.10 eV gap the thickness drops from 8.45 nm to 6.81 nm.

**Soft wall at the junction.** The neighbouring layer is a finite barrier. Keep the outer walls hard, and let the barrier have height $V$, mass $m_b$ and thickness $t$. In the well, of mass $m_w$, $\psi=\sin kz$; in the barrier $\psi\propto\sinh\kappa(2t-z)$, which vanishes at the far wall. Here $k^2=2m_wE/\hbar^2$ and $\kappa^2=2m_b(V-E)/\hbar^2$. Continuity of $\psi$ and of $\psi'/m$ at $z=t$, after division of the second condition by the first, gives

$$\frac{k\cot kt}{m_w}=-\frac{\kappa\coth\kappa t}{m_b}.$$

The right side is negative, so for the ground state $\pi/2<kt<\pi$, and the level lies below its hard-wall value. The electron barrier is 0.88 eV with $m_b=0.04\,m_0$. The hole barrier is the distance between the valence edges, $0.15+0.35=0.50$ eV, with $m_b=0.33\,m_0$. The gap at the old $t_0$ becomes −37.4 meV and the crossing moves to 9.23 nm. These numbers belong to the one-band barrier only. The electron energy lies below the GaSb valence edge, so in the real junction the electron meets light-hole states in GaSb and does not simply decay there. Neither the size nor the sign of the electron's shift is therefore established by this estimate.

**Coupling to light holes.** At zero in-plane wavevector, and with rotational symmetry about the growth axis, the electron does not mix with the heavy hole, because their angular momenta about that axis differ. It can mix with the light hole, which lies $d\approx58$ meV lower at $t_0$. For two levels with coupling $W$, the upper one rises by

$$\sqrt{(d/2)^2+W^2}-\frac d2 .$$

An assumed $W=20$ meV gives 6.3 meV. In this two-level estimate the gap opens, as long as the electron level lies above the light-hole level. Coupling to further levels and the conditions at the outer walls can change the sign of the shift.

**Gate field.** Let a field tilt the electron potential energy as $U=sz$, with InAs in $0<z<t$, GaSb in $t<z<2t$ and $|s|=eF$. Relative to the layer centres, the tilt adds $st/2$ to the electron level and $3st/2$ to the valence level. What remains in each layer is a tilt about its own centre. Reflection about that centre reverses the sign of $s$ without changing the levels, so this remainder is even in $s$. Therefore

$$G(s)=-st+(\text{even part}).$$

The part that is odd in the field has magnitude $eFt$. The even part at $t_0$ cannot be positive: the field-free ground state has zero average tilt about the centre, so by the variational principle the true confinement energies can only be lower.

For $F=0.1$ MV/cm, or 0.01 V/nm, the odd part is $0.01\times10.91$ eV $=109.1$ meV. Diagonalization gives gaps of +99.1 meV and −119.1 meV for the two field directions, hence an even part of −10.0 meV. The potential shift is comparable with the whole overlap. It can switch the alignment, and it means that $t_0$ describes the flat-band condition alone.

These gaps ignore free charge. In the closing direction, charge transfer between the layers screens the field and can reduce the overlap to less than half the value given. The field is also above the rough bulk breakdown field of InAs, about 0.04 MV/cm, so it illustrates a thin layer and not a field that thick material could sustain.

**Thermal charge transfer.** At $t_0$ and 300 K ($k_BT=25.9$ meV), electrons pass from the GaSb valence band to InAs. In a two-dimensional parabolic band the density of states is $m/\pi\hbar^2$, and integrating it with the Fermi function gives

$$n=\frac{m_ek_BT}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E_1)/k_BT}\right],\qquad p=\frac{m_\parallel k_BT}{\pi\hbar^2}\ln\!\left[1+e^{(H_1-E_F)/k_BT}\right].$$

Take undoped layers with $n=p$, an in-plane hole mass $m_\parallel=0.06\,m_0$ and relative permittivity $\epsilon_r=15$. Negative charge in InAs and positive charge in GaSb raise the electron energy in InAs relative to GaSb. With each charge placed as a sheet at its layer centre, the gap opened is

$$G=\frac{e^2nt_0}{\epsilon_0\epsilon_r}.$$

Solving this together with $n=p$ gives $n=1.9\times10^{11}$ cm⁻² and $G\approx25$ meV. Only the lowest subband in each layer is counted; with the same in-plane mass, the higher heavy-hole subbands would add about 2 meV. The electron is given its band-edge mass; the larger in-plane mass of the nonparabolic band at this level raises both $n$ and $G$ by about a quarter. Spreading each charge over its layer as $\sin^2$, instead of placing it in a sheet, weakens the dipole by about a fifth at a given $n$ and lowers $G$ to about 21 meV. A larger error comes from the in-plane hole mass, which is a rough value even near zero in-plane wavevector and fails away from it. Mixing with light holes flattens the valence band within about $k_BT$ of its top. This makes room for more holes and can nearly double the sheet estimates of both $n$ and $G$. In either case each layer holds more than $10^{11}$ carriers per cm², so the layers are still far from an insulating off state.

**Hole mass.** For growth along [111], with a rough heavy-hole mass of $0.7\,m_0$ and all else fixed, the crossing is at 10.6 nm instead of 10.9 nm.

### Comparison with real layers

The overlap, masses and gaps used here are in the rough range of InAs/GaSb layers near room temperature. The hard, parabolic model is weakest for the InAs electron. In the two-band model, nonparabolicity alone moves the crossing from 10.9 nm to 9.4 nm. A one-band soft junction would move it to about 9.2 nm, but that barrier picture is unreliable at this electron energy, so the second shift should not be added to the first. Real outer claddings are also finite barriers, which lowers the confinement energies further, while charge transfer opens the gap. The net effect of light-hole coupling is not settled by the two-level estimate. The figure of 10.9 nm is thus the answer to the stated hard-wall problem and a first estimate for a device. A design needs a multiband calculation that includes the gate potential and the charge. The main computed values are collected in the numerical output below.

## Calculated quantities

```
bulk overlap: 0.15 eV
InAs electron mass: 0.023 m0
GaSb heavy-hole mass [001]: 0.25 m0
reduced mass: 0.02106 m0
hbar^2 pi^2/(2 m0): 0.37603 eV nm^2
t0, formula: 10.910 nm
t0, diagonalization: 10.910 nm
electron confinement at t0: 137.4 meV
heavy-hole confinement at t0: 12.6 meV
gap slope at t0: -27.5 meV/nm
gap change for 0.3 nm thicker: -8.2 meV
Levels at t0 from the bulk InAs conduction edge:
  GaSb electron: 0.959 eV
  InAs electron: 0.137 eV
  GaSb heavy hole: 0.137 eV
  GaSb light hole: 0.080 eV
  InAs heavy hole: -0.360 eV
Gap against thickness (parabolic; nonparabolic):
  t = 8 nm: 129.0 meV; 45.0 meV
  t = 10 nm: 28.5 meV; -13.6 meV
  t = 12 nm: -26.0 meV; -49.3 meV
  t = 14 nm: -58.9 meV; -72.7 meV
t for 0.10 eV gap, parabolic: 8.45 nm
t for 0.10 eV gap, nonparabolic: 6.81 nm
Neglected effects, one at a time:
InAs gap: 0.35 eV; GaSb gap: 0.73 eV
nonparabolic electron level at t0: 105.5 meV
nonparabolic gap at t0: -31.8 meV
nonparabolic crossing thickness: 9.43 nm
barrier masses: 0.04 m0 (el), 0.33 m0 (hole)
junction walls: 0.88 eV (el), 0.50 eV (hole)
soft-wall gap at t0: -37.4 meV
soft-wall crossing thickness: 9.23 nm
heavy-hole mass [111]: 0.7 m0
crossing thickness with [111] mass: 10.61 nm
light-hole mass: 0.045 m0
assumed light-hole coupling: 20 meV
upward push of electron level: 6.3 meV
gate field: 0.1 MV/cm
field shift e F t0: 109.1 meV
even part of field shift: -10.0 meV
gap at t0, opening field: 99.1 meV
gap at t0, closing field: -119.1 meV
thermal energy at 300 K: 25.9 meV
in-plane hole mass: 0.06 m0; permittivity: 15
transferred sheet density: 1.88e+11 cm^-2
gap opened by that dipole: 24.8 meV
```
